# Thermal Emission of a Semiconductor with Two Quasi-Fermi Levels

A semiconductor film 1000 nm thick, with a gap of 1.40 eV and a temperature of 300 K, sends 0.0054 interband photons per second through each square centimetre of one face when its carriers are in equilibrium. When the quasi-Fermi levels are 1.10 eV apart, at the same temperature, the flux is $1.61\times10^{16}$ photons/(s cm²). The ratio is $3.00\times10^{18}$, close to $\exp(1.10\ \mathrm{eV}/kT)=3.01\times10^{18}$. The derivation below explains the exponential, the small deficit, and what replaces the exponential when the film has gain.

## 1. Result and conditions

Let $\mu_c$ and $\mu_v$ be the quasi-Fermi levels of electrons in the conduction and valence bands, and $\Delta\mu=\mu_c-\mu_v$. With $E=\hbar\omega$ the photon energy, the interband emission per polarization is

$$L(E,\theta)=A(E,\theta)\,\frac{E^2}{h^3c^2}\,n,\qquad n=\frac{1}{e^{(E-\Delta\mu)/kT}-1}. \tag{1}$$

$L$ counts photons per time, projected area, solid angle and photon energy. $A$ is the net interband absorptance, absorption minus stimulated emission, of the body in its excited state, for light arriving along the reversed direction. Unpolarized emission is the sum over two polarizations.

The assumptions are:

- Carriers thermalize within each band, at a common temperature $T$, much faster than they recombine.
- Without light, the Hamiltonian $H$ conserves the electron numbers $N_c$ and $N_v$ of the two bands. It may contain interactions.
- Absorption of a photon at $E$ by a process that removes an electron–hole pair is negligible.
- The optical response is local, isotropic and reciprocal, and $T$ and $\Delta\mu$ are uniform.
- Any radiating channel with gain is below its lasing threshold.

Reflected and transmitted ambient light is not part of $L$.

## 2. Detailed balance between the bands

Rapid thermalization with both numbers conserved gives the density operator

$$\rho=\frac1Z\exp\!\left[-\frac{H-\mu_cN_c-\mu_vN_v}{kT}\right].$$

Let $J_-$ be the part of the current operator that moves one electron from the conduction to the valence band, and $J_+=J_-^\dagger$. Suppose $J_-$ connects an initial state $m$ to a final state $n$ and a photon of energy $E=E_m-E_n$ is emitted. Since $m$ has one more conduction electron and one fewer valence electron than $n$, the probabilities obey

$$\frac{P_m}{P_n}=\exp\!\left[-\frac{(E_m-E_n)-\mu_c+\mu_v}{kT}\right]=e^{-(E-\Delta\mu)/kT}. \tag{2}$$

For a small volume $V$, let $J$ be one Cartesian component of the current density integrated over $V$. Define the spectra

$$VS_{\rm em}=2\pi\hbar\sum_{mn}P_m|\langle n|J_-|m\rangle|^2\delta(E_m-E_n-E),$$
$$VS_{\rm abs}=2\pi\hbar\sum_{mn}P_n|\langle m|J_+|n\rangle|^2\delta(E_m-E_n-E).$$

The squared matrix elements are equal, so (2) applies term by term:

$$S_{\rm em}=e^{-(E-\Delta\mu)/kT}S_{\rm abs}. \tag{3}$$

No independent-particle assumption has entered. A test diagonalized a model with two conduction and three valence orbitals and random interactions. Its detailed-balance error was $1.4\times10^{-14}$ of the strongest absorption line. Adding a term to $H$ that mixes the bands raised the error to 2.7 on the same scale, which shows why the band populations must be conserved.

For independent electrons, put $a=(E_c-\mu_c)/kT$ and $b=(E_v-\mu_v)/kT$, with $E_c-E_v=E$. The occupations are $f_c=1/(e^a+1)$ and $f_v=1/(e^b+1)$. Then

$$f_c(1-f_v)=\frac{e^b}{(e^a+1)(e^b+1)},\qquad f_v-f_c=\frac{e^a-e^b}{(e^a+1)(e^b+1)}.$$

Dividing, and using $a-b=(E-\Delta\mu)/kT$, gives

$$f_c(1-f_v)=(f_v-f_c)\,n. \tag{4}$$

The left side counts spontaneous emission. The bracket on the right counts absorption minus stimulated emission.

## 3. From absorption to current noise

Apply a field $E_0\cos\omega t$. In the gauge where the field is $-\partial_t$ of the vector potential, that potential is $-(E_0/\omega)\sin\omega t$, and the coupling linear in it is $(E_0/\omega)J\sin\omega t$. Each of its two rotating parts has magnitude $E_0/2\omega$. The golden rule gives the upward rate

$$\frac{2\pi}{\hbar}\left(\frac{E_0}{2\omega}\right)^2\frac{VS_{\rm abs}}{2\pi\hbar}=\frac{E_0^2VS_{\rm abs}}{4\hbar^2\omega^2},$$

and the downward rate has $S_{\rm em}$ in place of $S_{\rm abs}$. The net absorbed power is $\hbar\omega$ times the difference. It must equal $\tfrac12V\,\mathrm{Re}\,\sigma\,E_0^2$, where $\sigma$ is the interband conductivity. Therefore

$$S_{\rm abs}-S_{\rm em}=2\hbar\omega\,\mathrm{Re}\,\sigma.$$

Inserting $S_{\rm abs}=e^{(E-\Delta\mu)/kT}S_{\rm em}$ from (3) and solving for $S_{\rm em}$,

$$S_{\rm em}=2\hbar\omega\,\mathrm{Re}\,\sigma\;n=2\hbar\varepsilon_0\omega^2\,\mathrm{Im}\,\varepsilon\;n. \tag{5}$$

The last form uses $\mathrm{Re}\,\sigma=\varepsilon_0\omega\,\mathrm{Im}\,\varepsilon$, which holds for fields varying as $e^{-i\omega t}$.

Write the current density as $\mathbf j(t)=\int_0^\infty\frac{d\omega}{2\pi}[\mathbf j(\omega)e^{-i\omega t}+\text{h.c.}]$. In a local isotropic medium, different volume elements and Cartesian components are uncorrelated, so

$$\langle j_i^\dagger(\mathbf r,\omega)j_l(\mathbf r',\omega')\rangle=2\pi\delta(\omega-\omega')\,\delta_{il}\,\delta(\mathbf r-\mathbf r')\,S_{\rm em}. \tag{6}$$

With the creation part on the left, this correlator contains what the material can emit. Incoming vacuum fields contribute nothing to it.

## 4. Radiation from a slab

The slab occupies $0<z<d$ in air, and $\varepsilon$ may depend on $z$. We need the wave leaving through $z=0$ with in-plane wavevector $\mathbf k$. Maxwell's equations for the emitted fields are

$$\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad \nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E+\mathbf j.$$

Let $\mathbf F,\mathbf G$ be the source-free electric and magnetic fields produced by light arriving along the reversed direction, with in-plane wavevector $-\mathbf k$. Expanding the divergences,

$$\nabla\cdot(\mathbf E\times\mathbf G)=i\omega\mu_0\mathbf G\cdot\mathbf H+i\omega\varepsilon_0\varepsilon\,\mathbf E\cdot\mathbf F,$$
$$\nabla\cdot(\mathbf F\times\mathbf H)=i\omega\mu_0\mathbf H\cdot\mathbf G+i\omega\varepsilon_0\varepsilon\,\mathbf F\cdot\mathbf E-\mathbf F\cdot\mathbf j.$$

Subtracting removes the common terms. The in-plane phases cancel in the products, so integration over $z$ leaves

$$\left[\hat z\cdot(\mathbf E\times\mathbf G-\mathbf F\times\mathbf H)\right]_0^d=\int_0^d\mathbf F\cdot\mathbf j\,dz. \tag{7}$$

In air, represent each wave by its tangential electric field. Choose the sign of the tangential magnetic field so that it is $+Y$ times the electric one for a wave moving toward $+z$ and $-Y$ times for the opposite motion. With $k_z=(\omega/c)\cos\theta$, Maxwell's equations give

$$Y=\frac{k_z}{\omega\mu_0}\ (s),\qquad Y=\frac{\omega\varepsilon_0}{k_z}\ (p).$$

At $z=d$ both fields move toward $+z$, and the two products in (7) cancel. At $z=0$ the emitted wave has tangential fields $(a,-Ya)$. The test fields, with incident amplitude $f$ and reflection coefficient $r$, are $(f(1+r),\,Yf(1-r))$. The bracket there is

$$aYf(1-r)+f(1+r)Ya=2Yaf.$$

Equation (7) becomes $-2Yaf=\int\mathbf F\cdot\mathbf j\,dz$, so

$$a=-\frac{1}{2Yf}\int_0^d\mathbf F\cdot\mathbf j\,dz. \tag{8}$$

For $p$ polarization $\mathbf F$ has an in-plane and a normal component, and both enter.

The absorptance follows from energy conservation for the test fields. The source-free equations give

$$\mathrm{Re}\,\nabla\cdot(\mathbf F\times\mathbf G^*)=\mathrm{Re}\left[i\omega\mu_0|\mathbf G|^2-i\omega\varepsilon_0\varepsilon^*|\mathbf F|^2\right]=-\omega\varepsilon_0\,\mathrm{Im}\,\varepsilon\,|\mathbf F|^2.$$

The flux expression $\mathrm{Re}\,\hat z\cdot(\mathbf F\times\mathbf G^*)$ is $Y|f|^2(1-|r|^2)$ at the entrance and $Y|f|^2|t|^2$ at the exit, where $t$ is the transmission coefficient. Hence

$$A=1-|r|^2-|t|^2=\frac{\omega\varepsilon_0}{Y|f|^2}\int_0^d\mathrm{Im}\,\varepsilon\,|\mathbf F|^2dz. \tag{9}$$

For the emitted wave, the average energy flux is $2Y\langle a^\dagger a\rangle$: the two cross products of positive- and negative-frequency fields contribute equally. By (6) and (8), the photon flux per mode, before integration over $d\omega/2\pi$ and $d^2k/(2\pi)^2$, is

$$\frac{2Y}{\hbar\omega}\frac{1}{4Y^2|f|^2}\int_0^d|\mathbf F|^2S_{\rm em}dz
=\frac{\omega\varepsilon_0}{Y|f|^2}\int_0^d\mathrm{Im}\,\varepsilon\,|\mathbf F|^2n\,dz=An. \tag{10}$$

The last equality takes $n$ outside the integral, which requires uniform $T$ and $\Delta\mu$. Since $d^2k=(\omega/c)^2\cos\theta\,d\Omega$ and $d\omega=dE/\hbar$, the mode density per projected area is

$$\frac{1}{8\pi^3}\frac{\omega^2}{c^2}\frac1\hbar=\frac{E^2}{8\pi^3\hbar^3c^2}=\frac{E^2}{h^3c^2},$$

which completes (1).

If $\Delta\mu$ varies with depth, the integral in (10) must be kept. If free carriers also absorb within a band, their part of $\mathrm{Im}\,\varepsilon$ carries a Bose factor with zero chemical potential.

## 5. Limits and the photon chemical potential

**Equilibrium.** At $\Delta\mu=0$, (1) is Planck's law multiplied by the absorptance, which is Kirchhoff's law.

**Dilute emission.** For $E-\Delta\mu\gg kT$, $n\approx e^{-E/kT}e^{\Delta\mu/kT}$. The exponential growth in the opening numbers follows as long as $A$ stays the same.

**Gain.** For $E<\Delta\mu$, (4) requires $f_v<f_c$. The absorptance and the Bose factor are then both negative and their product is positive.

**Transparency.** At $E=\Delta\mu$ the net absorption vanishes. Expanding $A\approx A'(\Delta\mu)(E-\Delta\mu)$ and $n\approx kT/(E-\Delta\mu)$ gives the finite value

$$L(\Delta\mu)=\frac{(\Delta\mu)^2}{h^3c^2}\,kT\,A'(\Delta\mu),\qquad A'=\frac{\partial A}{\partial E}.$$

The name "photon chemical potential" has a direct meaning. Let a cavity mode with mean photon number $N$ exchange photons with this interband transition and nothing else. Its steady state obeys $S_{\rm em}(N+1)=S_{\rm abs}N$. With (3), $N=1/(e^{(E-\Delta\mu)/kT}-1)$ for $E>\Delta\mu$. Photons behave as the product of the reaction electron + hole ⇌ photon. For $E<\Delta\mu$ there is no such steady state, because the mode amplifies.

## 6. Implementation

For a uniform film let $K=\sqrt{\varepsilon\omega^2/c^2-k^2}$ and $\delta=Kd$. The film admittance is $Y_1=K/(\omega\mu_0)$ for $s$ and $\omega\varepsilon_0\varepsilon/K$ for $p$. Two counter-propagating waves carry the tangential fields $(e,g)$ across the film as

$$e(d)=e(0)\cos\delta+\frac{i}{Y_1}g(0)\sin\delta,\qquad g(d)=iY_1e(0)\sin\delta+g(0)\cos\delta.$$

For unit incidence, $e(0)=1+r$ and $g(0)=Y(1-r)$. At the exit $e(d)=t$ and $g(d)=Yt$, so $Ye(d)-g(d)=0$. Collecting the terms with and without $r$ gives

$$r=\frac{-i\sin\delta\,(Y^2/Y_1-Y_1)}{2Y\cos\delta-i\sin\delta\,(Y^2/Y_1+Y_1)},$$
$$t=(1+r)\cos\delta+\frac{iY}{Y_1}(1-r)\sin\delta.$$

The net absorption coefficient $\alpha$ enters through $\varepsilon=(n_r+i\alpha c/2\omega)^2$, with $n_r$ the refractive index.

The flux through one face is the integral of $L\cos\theta$ over the hemisphere and energy, summed over polarizations. With $x=\sin^2\theta$, $2\pi\sin\theta\cos\theta\,d\theta=\pi\,dx$, so

$$\Phi=\pi\int dE\int_0^1dx\sum_{s,p}L.$$

The substitution $E=E_g+u^2$ removes the square-root edge of the absorption at the gap $E_g$.

Near $E=\Delta\mu$, the quotient $A/(e^{(E-\Delta\mu)/kT}-1)$ is numerically delicate. Equation (4) gives a regular replacement: in (10), write $\mathrm{Im}\,\varepsilon\,n$ as $\mathrm{Im}\,\varepsilon_{\rm full}\,f_c(1-f_v)$, where $\varepsilon_{\rm full}$ belongs to a full valence and an empty conduction band.

This source form also tests the law. Emission was computed from $f_c(1-f_v)$ and current sheets, with neither a Bose factor nor reciprocity. It was compared with (1) at 1.41, 1.43 and 1.50 eV, at 0° and 60°, for both polarizations and for $\Delta\mu=0$, 1.10 and 1.46 eV. The largest relative difference was $1.2\times10^{-12}$.

## 7. The film at 1.10 eV splitting

The film is free-standing and undoped, with $n_r=3.6$ and electron and hole masses of 0.07 and 0.50 free-electron masses. For vertical transitions between parabolic bands, $E-E_g=\hbar^2k_e^2/2m_r$, where $k_e$ is the electron wavenumber and $m_r$ the reduced mass. The number of states in $k_e^2dk_e$ is then proportional to $\sqrt{E-E_g}\,dE$. Taking the remaining factors as constant near the edge,

$$\alpha(E)=10^4\ \mathrm{cm^{-1}}\sqrt{\frac{E-E_g}{0.1\ \mathrm{eV}}}\,(f_v-f_c).$$

Charge neutrality gives equal electron and hole densities, $n_e=n_h=6.12\times10^{15}$ cm⁻³. The level $\mu_c$ lies 0.112 eV below the conduction edge and $\mu_v$ lies 0.188 eV above the valence edge. These distances add up to $E_g-\Delta\mu=0.300$ eV.

The normal emission peaks at 1.407 eV, where $\alpha=2616$ cm⁻¹ and $A=0.239$. With $kT=0.025852$ eV,

$$n=\frac{1}{e^{0.307/0.025852}-1}=6.96\times10^{-6}.$$

The vacuum factor for two polarizations is $2E^2/(h^3c^2)=6.23\times10^{22}$ photons/(s cm² sr eV), so

$$L=6.23\times10^{22}\times0.239\times6.96\times10^{-6}=1.04\times10^{17}$$

in the same unit. If $A$ were proportional to $\sqrt{E-E_g}$ and the $E^2$ factor constant, the peak would lie at $E_g+kT/2=1.413$ eV. The computed peak lies lower because the absorptance of this film rises more slowly with energy than the square root, for two reasons. Saturation of $A$ with $\alpha d$, without interference, moves the peak to 1.410 eV. The rest comes from interference between the two faces, which depends on the thickness: between 940 and 1060 nm the peak ranges from 1.407 to 1.417 eV, and at 960 nm it lies above 1.413 eV.

The integrated flux corresponds to $1.61\times10^{16}\times1.602\times10^{-19}\ \mathrm C=2.58$ mA/cm² through one face. By symmetry the other face emits as much. Interference also affects this total: the flux is $1.38\times10^{16}$ at 960 nm, $1.13\times10^{16}$ at 1040 nm, and $1.14\times10^{16}$ at 1000 nm with $n_r=3.7$, so its value belongs to this thickness and index only.

The flux ratio to equilibrium is about 0.4% below $e^{\Delta\mu/kT}$. The Bose factor cannot cause a deficit, because retaining its $-1$ increases the ratio. The cause is the smaller $A$: filled conduction states and empty valence states reduce $\alpha$ by 1.4% at the band edge and by less above it.

## 8. A film with gain

At $\Delta\mu=1.46$ eV and the same temperature, the carrier density is $2.52\times10^{18}$ cm⁻³. At 1.43 eV, $\alpha=-741$ cm⁻¹, $A=-0.05304$ and $n=-1.456$. The radiance at normal incidence is

$$6.43\times10^{22}\times(-0.05304)\times(-1.456)=4.97\times10^{21}$$

photons/(s cm² sr eV). Using the unexcited absorptance, $+0.296$, would give a negative radiance. At the transparency energy, 1.46 eV, the radiance is finite, $4.16\times10^{21}$ in the same unit.

A radiating channel is below threshold if the amplitude factor for one internal round trip stays below one in magnitude at every photon energy. This condition is sufficient but not necessary, because growth also needs the round-trip phase to close. The largest value in the slab tests, which covered 0° and 60°, was 0.61. Closer to grazing exit, the internal reflection of $s$-polarized light approaches one. Beyond about 86° the ideal infinite film is above threshold near 1.434 eV. These values are set by the round-trip phase for the constant index 3.6; they become 87.6° and 1.447 eV for $n_r=3.57$, and 86.1° and 1.421 eV for $n_r=3.63$. The gain-state radiances given here therefore assume that such waves are kept from building up. Guided modes are different: total reflection returns the whole wave, so net gain makes them grow in an ideal infinite film. They too must be kept from building up if the stated $\Delta\mu$ is to persist. Equation (1) describes the radiating channels below threshold. It does not supply a steady state for guided modes with net gain or for radiating channels above threshold.

## 9. Reading a measured spectrum

Solving (1) for the exponential gives

$$\ln\!\left[1+\frac{A E^2}{h^3c^2L}\right]=\frac{E-\Delta\mu}{kT}. \tag{11}$$

Plotted against $E$, the left side is a line of slope $1/kT$ that crosses zero at $E=\Delta\mu$. Applied to noiseless source-form emission at 20 energies from 1.41 to 1.60 eV, with $A$ known, a fit returned 300 K and 1.10 eV.

In the dilute regime, an energy-independent factor $g$ by which $A$ is overestimated lowers the inferred $\Delta\mu$ by $kT\ln g$. For $g=1.43$ this is 9 meV. An error in $A$ that varies with energy can also change the inferred temperature.

## 10. Comparison with real devices

The parameters are rough values for thin-film III–V solar cells and near-infrared light-emitting diodes. If a device has doped layers, contacts, a substrate or a rear mirror, the optical fields must be computed for the whole stack. The $A$ in (1) is then only the part absorbed by interband transitions in the layers that share $\Delta\mu$; loss in a metal mirror or contact does not belong to it. At fixed $\Delta\mu=1.10$ eV, electron–hole attraction multiplies the flux by 1.43 if the absorption at 0.1 eV above the gap is held fixed and bound excitons are left out. The omitted part is not small: unscreened bound-exciton lines with a Gaussian width of 2 to 5 meV would raise this factor to about 2.1 to 2.3, and screening by the carriers, not sized here, would reduce it. A band tail of 8 meV multiplies the flux by 1.21. These effects change $A$ and leave (1) intact. Heating by 10 K, with a gap shift of −0.45 meV/K, gives a factor of 1.81, so the film temperature must be known well.

Other corrections are smaller here. Light holes of mass 0.08 raise the carrier density by 3%. With an assumed cross-section of $5\times10^{-18}$ cm² per carrier, free-carrier absorption is about 0.06 cm⁻¹, against 2616 cm⁻¹ at the peak. For a current density $j_q=20$ mA/cm² and a diffusion coefficient $D=10$ cm²/s, the density difference across the film is $\delta n_e=j_qd/(eD)$, with $e$ the elementary charge. Since $n_e=n_h\propto e^{\Delta\mu/2kT}$, the splitting drops by $2kT\,\delta n_e/n_e=0.011$ meV. Thermalization in 1 ps and a lifetime of 100 ns, both rough, have a ratio of $10^{-5}$, which supports separate quasi-equilibria. The lifetime and the current are separate estimates: replacing all carriers every 100 ns takes $en_ed/(100\ \mathrm{ns})=0.98$ A/cm², and a current that large across the film would lower the splitting by 0.52 meV, which is still small. If recombination, net of photons reabsorbed in the film, consumes only 20 mA/cm², the effective lifetime is 4.9 µs. Thermalization must be compared with the time to an actual recombination event, before reabsorption is counted. The bulk radiative lifetime that follows from the model's $\alpha$ and $n_r$ is about 0.55 µs, which gives a ratio of about $2\times10^{-6}$. These estimates belong to the 1.10 eV state; gap narrowing and screening in the dense gain state were not sized.

The numerical output lists the main values.

## Values computed for the example and the checks

```
Gap: 1.4 eV
Thickness: 1000 nm
Refractive index: 3.6
Electron mass: 0.07 free-electron masses
Hole mass: 0.5 free-electron masses
Unfilled-band absorption 0.1 eV above gap: 10000 1/cm
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Quasi-Fermi splitting: 1.1 eV
Carrier density n = p: 6.119e+15 1/cm3
Conduction edge minus mu_c: 0.11182 eV
mu_v minus valence edge: 0.18818 eV
Peak photon energy, normal emission: 1.407 eV
Peak net absorption coefficient: 2616 1/cm
Peak absorptance: 0.2389
Bose factor at peak: 6.961e-06
Peak radiance, both polarizations: 1.036e+17 photons/(s cm2 sr eV)
One-sided photon flux: 1.61e+16 photons/(s cm2)
Equivalent current density: 2.58 mA/cm2
One-sided flux at zero splitting: 0.005364 photons/(s cm2)
Flux ratio, excited to zero splitting: 3.002e+18
exp(dmu/kT): 3.014e+18
Flux growth for last 0.06 eV of splitting: 10.16
Exponential estimate of that growth: 10.18
Recovered temperature: 300 K
Recovered splitting: 1.1 eV
Largest relative error of law in slab tests: 1.2e-12
Detailed-balance error, interacting carriers: 1.4e-14
Same error with band mixing: 2.7
Gain state: splitting: 1.46 eV
Gain state: carrier density: 2.518e+18 1/cm3
Gain state: photon energy: 1.43 eV
Gain state: net absorption: -741.1 1/cm
Gain state: absorptance: -0.05304
Gain state: Bose factor: -1.456
Gain state: radiance: 4.969e+21 photons/(s cm2 sr eV)
Unexcited absorptance at same energy: 0.2963
Radiance at E = dmu: 4.16e+21 photons/(s cm2 sr eV)
Largest round-trip factor tested: 0.6065
Exciton Rydberg (static permittivity 13): 4.94 meV
Flux factor, electron-hole attraction (continuum): 1.43
Flux factor, 8 meV band tail: 1.21
Flux factor, 10 K heating with gap shift -0.45 meV/K: 1.81
Density factor, light holes of mass 0.08: 1.03
Free-carrier absorption (5e-18 cm2 per carrier): 0.061 1/cm
Splitting drop at 20 mA/cm2 and 10 cm2/s: 0.011 meV
Thermalization (1 ps) over lifetime (100 ns): 1e-05
Band-edge filling f_c + (1 - f_v): 0.0137
```
